# The Pockels coefficient of a ferroelectric film near its transition

A ferroelectric film lies between two coplanar electrodes. Its polarisation \(P\) and the electric field \(E\) inside it point along the same in-plane axis. The film is uniform and single-domain, and near its transition temperature \(T_c\) its energy density is

\[
F=\tfrac{a}{2}(T-T_c)P^2+\tfrac{b}{4}P^4-EP ,\qquad a,b>0 .
\]

The coefficients \(a\) and \(b\) do not depend on temperature and belong to the film as clamped by its substrate. This is a mean-field description: \(P\) sits at a local minimum of \(F\), which under a reversed field need not be the lowest one, and fluctuations are ignored. Light of a fixed polarisation sees the refractive index \(n\) given by

\[
\eta\equiv\frac1{n^2}=\frac1{n_0^2}+gP^2 ,
\]

where the quadratic polarisation-optic coefficient \(g>0\) is also independent of temperature. The Pockels coefficient is \(r=d\eta/dE\) at \(E\to0\). SI units are used in the formulas, and \(t=T_c-T\) is the distance below the transition.

### (a) Which polarisation does the film have at zero field?

**Solution.** A minimum of \(F\) requires \(\partial F/\partial P=0\), which gives the equation of state

\[
-atP+bP^3=E . \tag{1}
\]

At \(E=0\) this factorises as \(P(bP^2-at)=0\). The curvature of the energy is \(\partial^2F/\partial P^2=-at+3bP^2\). Below \(T_c\) it equals \(-at<0\) at \(P=0\), so that root is unstable. At the other two roots,

\[
P=\pm P_s,\qquad P_s=\sqrt{\frac{at}{b}}, \tag{2}
\]

the curvature is \(-at+3at=2at>0\), and both are minima. Above \(T_c\) the single real root is \(P=0\), and it is stable. Since \(P_s\) goes to zero continuously at \(T_c\), the transition is of second order.

### (b) How easily does a small field change this polarisation?

**Solution.** Differentiating (1) with respect to \(E\) gives \((-at+3bP^2)\,dP/dE=1\). The susceptibility \(\chi=dP/dE\), defined here with \(\varepsilon_0\) included, is therefore the inverse of the curvature found in (a):

\[
\chi=\frac1{2at}. \tag{3}
\]

The energy well becomes flat as \(T_c\) is approached, and the same field then moves the polarisation further.

### (c) Find the Pockels coefficient and its temperature dependence. What happens in the opposite domain, and above \(T_c\)?

**Solution.** By the chain rule,

\[
r=\frac{d\eta}{dP}\frac{dP}{dE}=2gP_s\chi
=2g\sqrt{\frac{at}{b}}\;\frac1{2at}
=\frac{g}{\sqrt{ab\,t}} .
\]

Hence, within mean-field theory,

\[
\boxed{\,r=\frac{g}{\sqrt{ab}}\,(T_c-T)^{-1/2}\,} \tag{4}
\]

Two trends compete. The spontaneous polarisation makes a quadratic optical effect linear in the field, and it vanishes as \(t^{1/2}\). The susceptibility diverges as \(t^{-1}\). Their product diverges as \(t^{-1/2}\).

In the well \(P=-P_s\) the derivative \(d\eta/dP\) changes sign while \(\chi\) does not, so the coefficient is \(-r\). If a fraction \(f\) of the optical path is reversed, the mean coefficient is \((1-f)r+f(-r)=(1-2f)r\).

Above \(T_c\) and without bias, \(P=0\) and \(d\eta/dP=0\), so the linear effect is absent. A small field produces \(P\approx E/[a(T-T_c)]\), which leaves the quadratic effect

\[
\Delta\eta\approx\frac{gE^2}{a^2(T-T_c)^2}.
\]

Finally, \(n=\eta^{-1/2}\) gives \(dn/d\eta=-n^3/2\). A small field therefore changes the index by \(\Delta n=-\tfrac12n^3rE\). The index falls when the field points along \(P_s\).

### (d) Evaluate the result for a modulator film.

Take \(T_c=350\) K, \(T=300\) K, a Curie constant \(C=10^5\) K, \(b=2.5\times10^9\) J m\(^5\)/C\(^4\), \(g=0.10\) m\(^4\)/C\(^2\) and \(n_0=2.30\). The electrode gap is \(L=2.0\) µm, the voltage 1.0 V and the wavelength \(\lambda=1550\) nm. These are round model parameters in the rough regime of a clamped barium strontium titanate film.

**Solution.** The Curie constant fixes \(a=1/(\varepsilon_0C)=1.129\times10^6\) J m/(C\(^2\) K). With \(t=50\) K,

\[
P_s=\sqrt{\frac{1.129\times10^6\times50}{2.5\times10^9}}=0.150\ \mathrm{C/m^2}=15.0\ \mathrm{\mu C/cm^2},
\]
\[
\frac{\chi}{\varepsilon_0}=\frac{C}{2t}=\frac{10^5}{100}=1000,
\]
\[
r=\frac{0.10}{\sqrt{1.129\times10^6\times2.5\times10^9\times50}}
=2.66\times10^{-10}\ \mathrm{m/V}=266\ \mathrm{pm/V}.
\]

Solving (1) numerically at small positive and negative fields and taking the difference of \(gP^2\) also gives 266 pm/V. Repeating this from \(t=0.01\) K to 100 K and fitting a power law gives the exponent \(-0.5000\).

In the polar state \(n=2.286\). The drive field is \(1.0\ \mathrm V/2.0\ \mathrm{\mu m}=5\times10^5\) V/m, or 0.005 MV/cm, so

\[
\Delta n=-\tfrac12(2.286)^3(2.66\times10^{-10})(5\times10^5)=-8.0\times10^{-4}.
\]

A half-wave phase shift over a length \(\ell\) requires \(2\pi\ell|\Delta n|/\lambda=\pi\). Inserting \(|\Delta n|=n^3rV/(2L)\) gives

\[
V\ell=\frac{\lambda L}{n^3r}=0.0975\ \mathrm{V\,cm}.
\]

This is an ideal figure: it assumes a linear response, a uniform field and light that travels entirely within the film.

### (e) How small must the field be for (4) to apply?

**Solution.** Put \(P=P_s+\delta\) into (1). The terms without \(\delta\) cancel, and the factor multiplying \(\delta\) is \(-at+3bP_s^2=1/\chi\):

\[
\frac{\delta}{\chi}+3bP_s\delta^2+b\delta^3=E .
\]

To first order \(\delta=\chi E\). Using this in the quadratic term gives, to second order, \(\delta=\chi E-3bP_s\chi^3E^2\). Then

\[
\Delta\eta=g(2P_s\delta+\delta^2)
=2gP_s\chi E+g\chi^2E^2\left(1-6bP_s^2\chi\right).
\]

Since \(bP_s^2\chi=at/(2at)=\tfrac12\), the bracket equals \(-2\), and

\[
\Delta\eta=rE-2g\chi^2E^2+\dots
\]

The second term, relative to the first, has the size

\[
\frac{2g\chi^2E^2}{2gP_s\chi E}=\frac{\chi E}{P_s}=\frac{E}{2atP_s}\propto\frac{E}{t^{3/2}} .
\]

In the example it is 2.95 %. The index change from the full equation of state is \(-7.7\times10^{-4}\), which is 2.8 % smaller in magnitude than the linear value. The estimate leaves out higher orders in \(E\) and the curvature of \(n(\eta)\), which together account for the small remaining difference.

A field directed against \(P_s\) has a stricter limit. The upper well disappears where \(dE/dP=-at+3bP^2=0\), that is at \(P=P_s/\sqrt3\). Inserting this in (1), with \(bP_s^2=at\), gives

\[
E=-\frac{atP_s}{\sqrt3}+\frac{atP_s}{3\sqrt3}=-\frac{2atP_s}{3\sqrt3}.
\]

Its magnitude is 0.033 MV/cm at \(t=50\) K and falls as \(t^{3/2}\). It equals the drive field at \(t=50\,(0.005/0.0327)^{2/3}\approx14\) K. Closer to \(T_c\), the negative half of a sufficiently slow \(\pm1\) V swing would reverse even this ideal uniform film. Domains that nucleate at defects can reverse a film at lower fields.

### (f) A constant bias \(E_0>0\) is applied along \(P\). At which temperature is the small-signal coefficient largest, and how large is it?

**Solution.** The coefficient is now \(R=2gP/(-at+3bP^2)\), taken at the biased state. Equation (1) gives \(-at=E_0/P-bP^2\), so the temperature can be eliminated:

\[
R=\frac{2gP}{E_0/P+2bP^2}=\frac{2gP^2}{E_0+2bP^3}.
\]

At fixed \(E_0\), \(at=bP^2-E_0/P\) rises steadily with \(P\), so each \(P>0\) corresponds to one temperature. The numerator of \(dR/dP\) is proportional to

\[
2P(E_0+2bP^3)-6bP^4=2P(E_0-bP^3).
\]

It changes from positive to negative at \(bP^3=E_0\), which is therefore the maximum. There \(at=(bP^3-E_0)/P=0\), so the maximum lies at \(T=T_c\). Its height is

\[
R_{\max}=\frac{2gP^2}{3E_0}=\frac{2g}{3}\,b^{-2/3}E_0^{-1/3}. \tag{5}
\]

In the well along the bias, the divergence thus requires \(E\to0\) to be taken before \(t\to0\). In the metastable well opposed to the bias, \(R\) diverges instead where that well disappears, which is at \(t\approx14\) K for the field of (e). For \(E_0=0.005\) MV/cm, (5) gives 456 pm/V. The table compares (4) with the coefficient at this bias.

| \(t\) (K) | \(\chi/\varepsilon_0\) | \(r\) from (4) (pm/V) | \(R\) at bias (pm/V) |
|---:|---:|---:|---:|
| 50 | 1000 | 266 | 252 |
| 20 | 2500 | 421 | 352 |
| 10 | 5000 | 595 | 410 |
| 5 | 10000 | 842 | 440 |
| 1 | 50000 | 1882 | 455 |

(The susceptibility column is for zero field.) Formula (4) exceeds this maximum, which applies to the well along the bias, once \(t<50\,(266/456)^2\approx17\) K. Going from 50 K to the transition itself raises the biased coefficient by a factor of 1.8.

### (g) Does the exponent depend on the quartic term?

**Solution.** Add \(\tfrac c6P^6\) to \(F\), with \(c>0\). At zero field the polar state obeys \(at=bP^2+cP^4\). The inverse susceptibility is then

\[
\frac1\chi=-at+3bP^2+5cP^4=2bP^2+4cP^4 ,
\qquad
r=2gP\chi=\frac{g}{bP+2cP^3}. \tag{6}
\]

**Case \(b>0\).** As \(t\to0\), \(P\to0\), the term in \(c\) becomes negligible beside \(bP\), and (4) is recovered. Away from \(T_c\) the amplitude changes: with a rough \(c=10^{10}\) J m\(^9\)/C\(^6\), \(r\) at 50 K drops by 11 % to 237 pm/V.

**Case \(b=0\).** Now \(P=(at/c)^{1/4}\), and (6) gives \(r=g/(2cP^3)\propto t^{-3/4}\). At a continuous transition, the exponent \(-\tfrac12\) therefore requires a positive quartic coefficient.

**Case \(b<0\).** The transition is of first order and lies above \(T_c\), so that \(t<0\) there. It occurs where the polar and non-polar states have equal energy:

\[
-\tfrac12at+\tfrac b4P^2+\tfrac c6P^4=0 .
\]

Substituting \(at=bP^2+cP^4\) leaves \(-\tfrac b4P^2-\tfrac c3P^4=0\), so \(P^2=3|b|/(4c)\). Then \(2cP^2=\tfrac32|b|\), and (6) gives \(r=2g/(|b|P)\), a finite value at the transition. On further heating the polar well can persist as a metastable state. There \(b+2cP^2=\sqrt{b^2+4cat}\), so \(r=g/(P\sqrt{b^2+4cat})\) diverges, again with exponent \(-\tfrac12\), where the well disappears at \(at=-b^2/(4c)\).

### (h) Which effects left out so far matter in a device?

**Solution.** The inputs below are rough, so the results are estimates of size. Each effect is considered alone, at \(t=50\) K unless stated.

**Electrode layers.** Let thin dielectric layers of total thickness \(d=2\) nm and permittivity \(\varepsilon_d=50\) lie in series with the film. If static charge at the interfaces compensates a polarisation \(P_c\), the field in the layers is about \((P-P_c)/(\varepsilon_0\varepsilon_d)\). The film field is then

\[
E\approx\frac VL-N(P-P_c),\qquad N=\frac{d}{\varepsilon_0\varepsilon_dL}.
\]

Without compensation, \(P_c=0\), and (1) becomes \(-(at-N)P+bP^3=V/L\). This is the original problem with \(T_c\) lowered by \(N/a=2.0\) K. The power law survives, and \(r\), defined with \(V/L\), rises by 2 %. Now let the charge follow \(P_s\) as the temperature slowly changes, but not the fast modulation. Then \(P_c=P_s\), the restoring coefficient for a modulation is \(2at+N\), and

\[
r=\frac{2gP_s}{2at+N}.
\]

This is 2 % below (4) at 50 K. It is largest at \(2at=N\), that is at \(t=1\) K, and falls to zero at \(T_c\). Layers compensated in this way therefore remove the divergence. Charge frozen at its 300 K value would instead act as a bias near \(T_c\) and leave \(r\) finite there.

**Speed.** Let the polarisation relax as \(\gamma\,dP/d\mathsf t=-\partial F/\partial P\), where \(\mathsf t\) is time and \(\gamma\) is constant. For small changes \(\gamma\dot\delta+\delta/\chi=E\), so the relaxation time is \(\tau=\gamma\chi\). The response at angular frequency \(\omega\) is reduced by \(1/\sqrt{1+\omega^2\tau^2}\). For an assumed \(\tau=1\) ps, the reduction at 40 GHz is 3 %. The bandwidth \(1/(2\pi\tau)\) is 159 GHz, but it is proportional to \(t\) and shrinks to 3 GHz at \(t=1\) K. In this model \(r^2\) times the bandwidth does not depend on \(t\): a larger coefficient is paid for in speed.

**Strain.** The out-of-plane strain \(x=QP^2\) cannot follow modulation that is fast compared with the film's acoustic response. Write the elastic energy as \(\tfrac K2x^2-QKxP^2\). Eliminating \(x\) lowers the quartic coefficient from its fixed-strain value \(b_x\) to \(b=b_x-2Q^2K\). With \(x\) frozen at \(QP_s^2\), the inverse susceptibility is

\[
-at-2Q^2KP_s^2+3b_xP_s^2=2b_xP_s^2 ,
\]

because \(at=(b_x-2Q^2K)P_s^2\). With \(g_x\) the optical coefficient at fixed strain, \(r\) is multiplied by \(g_xb/(gb_x)\), which is independent of temperature. For \(Q=-0.01\) m\(^4\)/C\(^2\), \(K=200\) GPa and a photoelastic coefficient of 0.2, \(b\) rises by 1.6 % and \(g\) by 2.0 %. The net change in \(r\) is 0.4 %.

**Temperature drift.** From \(n^{-2}=n_0^{-2}+gat/b\), with \(n_0\) held fixed,

\[
\frac{dn}{dT}=\frac{n^3ga}{2b}=2.7\times10^{-4}\ \mathrm{K^{-1}} .
\]

A drift of 2.9 K changes the index as much as the 1 V signal does. The coefficient itself rises by \(1/(2t)\), or 1 % per kelvin of warming.

**Fluctuations.** A gradient energy \(\tfrac G2(\nabla P)^2\) gives the correlation length \(\xi=\sqrt{G\chi}\), which is 2.1 nm for \(G=5\times10^{-10}\) J m\(^3\)/C\(^2\). In the Gaussian approximation with this gradient energy alone, the correlation function is positive and integrates to \(k_BT\chi\). Depolarising fields, left out here, would lower the variance further. The variance of \(P\) averaged over a volume \(\Omega\) is then at most \(k_BT\chi/\Omega\). For a sphere of radius \(\xi\) this bound is 4 % of \(P_s^2\). The ratio of the bound to \(P_s^2\) varies as \(T\,t^{-1/2}\). With \(T\approx350\) K close to the transition, it reaches one near \(t=0.12\) K, while mean-field theory needs the ratio to be much smaller than one; the bound is already 10 % at \(t\approx11\) K. The bound is not tight: integrating the correlation function over the sphere gives about one fifth of it. At \(t=0.12\) K, \(\xi\) has grown to 43 nm, and this three-dimensional estimate holds only for a film much thicker than \(\xi\). (The value 0.087 K in the output keeps \(T=300\) K in this ratio.)

**Comparison with real films.** A coefficient of 266 pm/V is well above that of lithium niobate, roughly 30 pm/V, and within the broad range reported for barium titanate films. In such films a large response can also come from a field that rotates the polarisation, which this one-axis model omits. The susceptibilities in the last rows of the table are far above those typical of thin films, whose transitions are broadened. A normal spread of \(T_c\) with standard deviation 10 K, over independently responding regions, raises the mean \(r\) by 2 % at \(t=50\) K; close to \(T_c\) it would smear the peak. A single domain is also an idealisation: 10 % of reversed material lowers \(r\) by 20 %, to 213 pm/V, and equal amounts of both domains cancel it. Light is also only partly confined to the film. If the effective index of the guided mode changed by only 30 % of the film's own index change, the half-wave product would rise from 0.0975 to about 0.32 V cm. The drive field is 0.5 % of a rough breakdown field of 1 MV/cm, so breakdown does not limit this example. The numerical output below lists the values used.

## Numbers as computed

```
Tc, T of use: 350, 300 K; Curie constant 1e+05 K
a = 1.1294e+06 J m/(C^2 K); b = 2.50e+09 J m^5/C^4
g = 0.10 m^4/C^2; n0 = 2.30
gap 2.0 um; drive 1.0 V; wavelength 1550 nm
drive field = 0.0050 MV/cm
Ps = 15.03 uC/cm2; minimised 15.03 uC/cm2
chi/eps0 = 1000.0; numerical 1000.0
r formula = 266.15 pm/V; numerical 266.15 pm/V
fitted exponents Ps, chi, r: 0.5000, -1.0000, -0.5000
exponent of r with b = 0: -0.7500
Table: t (K), Ps (uC/cm2), chi/eps0, r (pm/V), r at bias (pm/V)
    50   15.03      1000    266.1    252.0
    20    9.51      2500    420.8    351.6
    10    6.72      5000    595.1    409.7
     5    4.75     10000    841.6    439.9
     1    2.13     50000   1881.9    455.2
bias in table = 0.0050 MV/cm
largest r at this bias = 456.0 pm/V, at T = Tc
numerical peak = 456.0 pm/V, |T-Tc| = 0.0000 K
quadratic effect at Tc+20 K = 1.960e-16 m^2/V^2
n in polar state = 2.2864
index change, linear = -7.953e-04; full = -7.730e-04
half-wave voltage x length = 0.0975 V cm
nonlinearity chi E/Ps = 2.95 %
ideal switching field = 0.0327 MV/cm
drive / rough breakdown (1 MV/cm) = 0.0050
sixth-order coefficient = 1.0e+10 J m^9/C^6
r with sixth-order term = 237.4 pm/V (-10.8 %)
r with 10 % reversed domains = 212.9 pm/V
Tc spread 10 K changes mean r by +1.66 %
electrode layers: total 2 nm, permittivity 50
  unscreened: Tc lower by 2.00 K, r +2.06 %
  Ps screened: r -1.96 %
strain: Q = -0.01 m^4/C^2, stiffness 200 GPa, p = 0.2
  frozen strain: b +1.60 %, g +2.00 %, r +0.39 %
relaxation time per unit chi/eps0 = 1.0 fs
relaxation time = 1.00 ps; at t = 1 K 50.0 ps
r at 40 GHz / static r = 0.9698
bandwidth = 159.2 GHz; at t = 1 K 3.18 GHz
thermal drift dn/dT = 2.700e-04 per K
drift equal to drive signal = 2.86 K
relative change of r on warming = 1.00 % per K
gradient coefficient = 5.0e-10 J m^3/C^2
correlation length = 2.10 nm
fluctuation bound, variance/Ps^2 = 0.0416
bound reaches one near t = 0.087 K
```
